# Comment on extrapolating orbital coefficients between geometry steps

**The argument under review**

The manuscript proposes starting vectors for a self-consistent-field (SCF) calculation along a sequence of geometries. Its reasoning is as follows. The nuclei move smoothly, so the occupied orbitals do too. The coefficient matrices of the last three geometries can therefore be continued by a parabola,

$$C(t)\approx 3C(t-h)-3C(t-2h)+C(t-3h),$$

with an error of order $h^3$. A solver may reverse the sign of an orbital, but comparison with the newest snapshot repairs this. Orthonormalization removes what is left.

The weights are correct. The question is whether the matrices they multiply are samples of one smooth function.

**What is smooth, and what the solver returns**

I take real orbitals, $N$ of them doubly occupied, in an atom-centred basis with overlap matrix $S$. Since $S$ changes with geometry, coefficients at two geometries are orthonormal in different metrics. I therefore use

$$X=S^{1/2}C,\qquad X^TX=C^TSC=1 .$$

For a linearly independent basis $S^{1/2}$ is smooth along the path, and $C=S^{-1/2}X$ recovers the coefficients.

For any orthogonal $N\times N$ matrix $Q$, the replacement $X\to XQ$ leaves $P=XX^T$ unchanged, because $QQ^T=1$. The density matrix $2CC^T=2S^{-1/2}PS^{-1/2}$ and the Hartree–Fock energy are unchanged too. Smooth nuclear motion can at best make $P$ smooth. I assume that it does. A jump to another SCF solution would violate this assumption, for instance if the solver changes the occupation where an occupied and an empty level cross. Even when $P$ is smooth, it does not follow that $X$ is.

Choosing canonical orbitals, the eigenvectors of the Fock matrix, does not settle the matter. Their signs remain free, and so does any rotation within a degenerate set. Near a degeneracy they are determined but can turn fast. Take two occupied orbitals that vary slowly, and let the Fock matrix between them, apart from a multiple of the unit matrix, be

$$\begin{pmatrix}a&b\\ b&-a\end{pmatrix}.$$

For eigenvectors $(\cos\alpha,\sin\alpha)$ and $(-\sin\alpha,\cos\alpha)$ the off-diagonal element must vanish:

$$b\cos2\alpha-a\sin2\alpha=0,\qquad \tan2\alpha=b/a .$$

If $a$ passes through zero at constant small $b$, differentiation gives $\alpha'=-a'b/[2(a^2+b^2)]$, which is $-a'/(2b)$ at $a=0$. The orbitals exchange most of their character over a path length of a few times $|b/a'|$, while the space they span is unaffected. If the step $h$ is as long as this or longer, the snapshots do not resolve the exchange.

**What the extrapolation then does**

Let $Z(s)$ be a smooth orthonormal frame for $P(s)$; one is constructed below. The solver's frame $k$ steps back is $X_k=Z(t-kh)Q_k$, with $Q_k$ orthogonal. With $w_1=3$, $w_2=-3$, $w_3=1$, the Taylor expansion $Z(t-kh)=Z-khZ'+O(h^2)$ gives

$$Y=\sum_k w_kX_k=ZM-hZ'K+O(h^2),$$

$$M=\sum_k w_kQ_k,\qquad K=\sum_k k\,w_kQ_k .$$

If all $Q_k=1$, then $M=3-3+1=1$ and $K=3-6+3=0$. The second moment also vanishes, $3-12+9=0$, and the third is $3-24+27=6$. Hence

$$Y=Z-\frac{6h^3}{6}Z'''+O(h^4)=Z-h^3Z'''+O(h^4),$$

which is the accuracy the manuscript claims. For other $Q_k$ the cancellation in $K$ is generally lost.

To find the resulting error, suppose $M$ is invertible. Multiplication from the right by $M^{-1}$ does not change the span of $Y$, so we may examine

$$W=YM^{-1}=Z+hA+O(h^2),\qquad A=-Z'G,\quad G=KM^{-1}.$$

The projector on its span is $W(W^TW)^{-1}W^T$, with $(W^TW)^{-1}=1-h(Z^TA+A^TZ)+O(h^2)$. Collecting the terms linear in $h$ and using $ZZ^T=P$,

$$P_{\rm pred}-P=h\left[(1-P)AZ^T+ZA^T(1-P)\right]+O(h^2).$$

The two terms are orthogonal in the Frobenius inner product because $(1-P)Z=0$, and each has norm $\|(1-P)A\|_F$ because $Z$ has orthonormal columns. To leading order, therefore,

$$d\equiv\|P_{\rm pred}-P\|_F=\sqrt2\,h\,\|(1-P)Z'G\|_F .$$

Orthonormalizing $Y$ does not help, since it leaves the span, and hence $d$, as it was.

Two cases show what this means.

*One reversed sign.* If an orbital has the opposite sign in the middle snapshot, its entries are $M=3+3+1=7$ and $K=3+6+3=12$, so $G=12/7$. Reusing the newest orbital corresponds to $G=1$. To first order, the parabola is worse for this orbital than no extrapolation. The manuscript's sign comparison does remove this case.

*One exchange.* Let two orbitals be swapped in both older snapshots, with swap matrix $T$. Then $M=3-3T+T=3-2T$ and $K=3-6T+3T=3-3T$. On the sum of the two orbitals $T=1$ and $G=0$. On their difference $T=-1$ and $G=6/5$.

There is a worse possibility: $M$ can be singular. Consider a plane of two orbitals that does not move at all, with frames rotated by $0$, $\theta$ and $\varphi$, newest first. Writing rotations as complex phases, choose $\sin(\theta/2)=1/6$ and $\varphi=\pi/2+\theta/2$. Then

$$3-3e^{i\theta}=-6i\sin(\theta/2)\,e^{i\theta/2}=-ie^{i\theta/2},\qquad e^{i\varphi}=ie^{i\theta/2},$$

and $3-3e^{i\theta}+e^{i\varphi}=0$. With $\theta\approx19.2^\circ$ and $\varphi\approx99.6^\circ$, both predicted orbitals vanish, although the true ones span a stationary space. No orthonormalization can recover them. This holds for the frames as delivered. Because $\varphi$ exceeds $90^\circ$, the manuscript's sign comparison would reverse both orbitals of the oldest frame, giving $3-3e^{i\theta}-e^{i\varphi}=-2ie^{i\theta/2}\neq0$, so this particular failure does not survive sign fixing.

**The repair**

Take the newest frame as reference, $X_{\rm ref}=X_1$, and rotate each stored frame as close to it as possible. This is the orthogonal Procrustes problem. Since $X_k$, $X_{\rm ref}$ and $Q$ all have orthonormal columns,

$$\|X_kQ-X_{\rm ref}\|_F^2=2N-2\,\mathrm{tr}(Q^TX_k^TX_{\rm ref}).$$

Insert the singular value decomposition $X_k^TX_{\rm ref}=U\Sigma V^T$. By cyclic permutation the trace becomes $\mathrm{tr}(\Sigma R)=\sum_i\sigma_iR_{ii}$, with $R=V^TQ^TU$. This $R$ is orthogonal, so $R_{ii}\le1$, and the maximum is reached at $R=1$:

$$Q=UV^T,\qquad \min\|X_kQ-X_{\rm ref}\|_F^2=2\sum_i(1-\sigma_i).$$

If every $\sigma_i>0$, the maximum requires every $R_{ii}=1$, and the solution is unique.

Closeness to a reference is not yet smoothness. For that, set $B=X_k^TX_{\rm ref}$. Then $B^TB=V\Sigma^2V^T$ and $B(B^TB)^{-1/2}=U\Sigma V^TV\Sigma^{-1}V^T=UV^T$. With $P_k=X_kX_k^T$ it follows that

$$X_kUV^T=P_kX_{\rm ref}\left(X_{\rm ref}^TP_kX_{\rm ref}\right)^{-1/2}.$$

The solver's choice of $X_k$ has dropped out, and $P_k$ alone remains. The matrix under the root has eigenvalues $\sigma_i^2$. While these stay away from zero, the right-hand side is a smooth function of $P_k$, and hence of $s$. This is the frame $Z(s)$ assumed above, and in it all $Q_k=1$. The third-order error is restored.

The reference has an arbitrary gauge of its own. Replacing $X_{\rm ref}$ by $X_{\rm ref}O$, with $O$ orthogonal, turns the inverse root into $O^T(\cdots)^{-1/2}O$, so every aligned frame is multiplied by the same $O$. The predicted span does not change.

The extrapolated $Y$ is not quite orthonormal. From its decomposition $Y=U_Y\Sigma_YV_Y^T$ take $\bar Y=U_YV_Y^T$. The same trace argument shows that this is the orthonormal frame nearest to $Y$. The true frame $Z$ is also orthonormal, so

$$\|\bar Y-Z\|_F\le\|\bar Y-Y\|_F+\|Y-Z\|_F\le2\|Y-Z\|_F .$$

Sign fixing restricts $Q$ to diagonal matrices of $\pm1$. It suffices while the canonical orbitals, taken in the energy order in which the solver returns them, vary smoothly on the scale of $h$. At an exact crossing of two occupied levels of different symmetry each orbital stays smooth, but the two columns change places, and no choice of signs undoes such a swap. The manuscript needs that extra condition, and the aligned scheme does not.

**A case that separates the two**

Consider a planar ring of six hydrogen atoms in restricted Hartree–Fock with the 6-31G basis. It serves as a model geometry, with no claim that it is a stable molecule. The atoms lie at angles $\phi_j=j\pi/3$ and radii

$$r_j=R\,[1+s\cos2\phi_j+q\sin2\phi_j],\qquad R=1.9\ \text{bohr},\quad q=0.002 .$$

Snapshots at $s=0.01,-0.01,-0.03$ predict $s=0.03$, so $h=0.02$. At $s=-0.01$ the second and third occupied levels lie at $-0.48138$ and $-0.48135$ hartree, only about $2\times10^{-5}$ hartree apart before rounding. The first empty level is at $0.18126$ hartree, about $0.66$ hartree higher.

Between $s=-0.01$ and $s=0.01$ the second canonical orbital turns by about $59^\circ$. The singular values of the overlap between the two complete occupied frames are all above $0.9999$. The orbitals have turned almost entirely within a space that has hardly moved. The window does not hold a single exchange: for $q=0$ the splitting of this pair changes sign twice, near $s=-0.012$ and at $s=0$. For $q=0.002$ the second orbital at $s=-0.03$ lies only about $9^\circ$ from the one at $s=0.01$, and the middle snapshot is the one turned away from both.

The errors $d$ at $s=0.03$, to be compared with $\|P\|_F=\sqrt3$, are:

- newest orbitals reused: $1.40\times10^{-2}$;
- extrapolated as delivered by the solver: $1.33\times10^{-2}$ in this run (the signs are arbitrary, and other SCF initial guesses give $1.9\times10^{-2}$ and $2.4\times10^{-2}$);
- extrapolated after sign fixing: $1.32\times10^{-2}$;
- extrapolated after Procrustes alignment: $4.7\times10^{-5}$.

These values belong to the 6-31G basis and are not converged in it. In cc-pVTZ the gap at $s=-0.01$ is $5\times10^{-4}$ hartree, the turn is about $78^\circ$, and the errors for reuse, sign fixing and alignment are $2.3\times10^{-2}$, $2.4\times10^{-2}$ and $1.3\times10^{-4}$; in STO-3G sign fixing roughly halves the error of reuse. Across these bases alignment beats sign fixing by a factor between about $170$ and $280$. In 6-31G, sign fixing gains almost nothing over reuse. Alignment reduces the sign-fixed error by a factor $1.317\times10^{-2}/4.718\times10^{-5}\approx280$.

The electron number before orthonormalization, $2\,\mathrm{tr}(Y^TY)$, is a useful warning when it is wrong, although a correct value does not prove that the gauges are consistent. To leading order this number equals $2\,\mathrm{tr}(M^TM)$, which is $6$ for consistent gauges. It comes out as $115.6$ for the delivered orbitals of this run (other initial guesses give other signs and values such as $32.4$ or $62.3$), $48.4$ after sign fixing and $6.00001$ after alignment.

The energy of the starting density exceeds the converged energy by $1.6\times10^{-4}$ hartree for each of the first three choices (for the delivered orbitals, with the signs of this run) and by $2.3\times10^{-9}$ hartree for the aligned one. The SCF energy is stationary, so its excess is quadratic in the orbital error at leading order. Relative to reuse, the squared error falls by $(1.403\times10^{-2}/4.718\times10^{-5})^2\approx9\times10^4$ and the energy excess by about $7\times10^4$. The two factors need not agree, because the excess also depends on the direction of the error. With an energy convergence threshold of $10^{-9}$ hartree, the calculation then takes two SCF cycles instead of four.

Halving the step from $0.01$ to $0.005$ lowers the aligned error from $5.885\times10^{-6}$ to $7.353\times10^{-7}$, a factor of $8.00$, as third order requires. The numerical check also tests the first-order law for an imposed sign flip and an imposed swap.

The manuscript's procedure can nevertheless look sound. For the target $s=0.15$, away from the near-degeneracy, the error is $5.0\times10^{-5}$ both with and without sign fixing, against $4.7\times10^{-5}$ with alignment. The two unaligned values coincide only because the solver happened to return consistent signs at those geometries. A demonstration confined to such a window would not reveal the fault.

**Conditions to be stated in a revision**

Alignment removes rotations within the occupied space. It cannot remove a rapid motion of that space. Take one occupied orbital, the lower eigenvector of

$$\begin{pmatrix}s&c\\ c&-s\end{pmatrix},$$

at the same four values of $s$. For $c=0.2$ the aligned prediction has $d=1.6\times10^{-3}$. For $c=0.002$ the overlap of the two newest snapshots falls to $0.20$ and $d=0.79$, where the largest possible value for one orbital is $\sqrt2$. Here an occupied and an empty level nearly cross, and $P$ itself turns within one step. The smallest singular value should therefore be monitored. When it is small, the step must be shortened or the extrapolation abandoned. A value near one is no guarantee, because the stored frames can barely register a near crossing that lies between the newest snapshot and the target. With $c=0.002$, target $s=0.01$ and the same step, the overlaps of the older snapshots with the newest all exceed $0.996$, yet $d\approx1.3$.

The aligned columns also carry the orbital mixing of the reference, so they are not canonical orbitals of the new geometry. They supply a starting density or a starting subspace. If approximate orbital energies are wanted, the Fock matrix must first be diagonalized within the predicted span.

## Calculated quantities

```
ring radius R = 1.9 bohr; offset q = 0.002; step h = 0.02
extrapolation weights, newest first: [3, -3, 1]
orbital energies (hartree), levels 1 to 4:
  s = -0.03: -0.79735 -0.48125 -0.48107 0.17699
  s = -0.01: -0.79738 -0.48138 -0.48135 0.18126
  s = +0.01: -0.79738 -0.48140 -0.48133 0.18119
  s = +0.03: -0.79735 -0.48136 -0.48096 0.17630
turn of orbital 2 from s=-0.01 to 0.01: 58.53 degrees
singular values of that frame overlap: 0.999995 0.999987 0.999968
Procrustes minimum, s=-0.03 to 0.01: 3.869599e-04
same minimum by direct search: 3.869599e-04
span change under random gauges: 1.2e-15
SCF energy at s = 0.03: -3.23026857 hartree
prediction of s = 0.03 (crossing inside the window):
  method: error d | electrons before orthonormalization |
          energy excess (hartree) | SCF cycles
  reuse last: 1.403e-02 | 6.00000 | 1.577e-04 | 4
  as delivered: 1.333e-02 | 115.58280 | 1.571e-04 | 4
  sign-fixed: 1.317e-02 | 48.41129 | 1.566e-04 | 4
  Procrustes: 4.718e-05 | 6.00001 | 2.300e-09 | 2
Procrustes frame error: raw 3.339e-05, polar 3.336e-05
prediction of s = 0.15 (away from the crossing), error d:
  reuse last: 1.501e-02
  as delivered: 5.009e-05
  sign-fixed: 5.009e-05
  Procrustes: 4.690e-05
Procrustes error d at s = 0.03 against step:
  h = 0.02: 4.718e-05
  h = 0.01: 5.885e-06
  h = 0.005: 7.353e-07
observed order from the last two steps: 3.001
imposed gauges at h = 0.002: measured d | first-order law | max G
  sign flip: 1.9475e-03 | 1.9493e-03 | 1.7143
  orbital swap: 6.9195e-04 | 6.9215e-04 | 1.2000
  aligned, same h: 4.698e-08
vanishing prediction: theta = 19.188 degrees, phi = 99.594 degrees, norm = 5.5e-16
two-level frontier crossing, same s values, aligned:
  coupling 0.002: last overlap 0.1961, d = 7.854e-01
  coupling 0.2: last overlap 0.9988, d = 1.561e-03
```
